**Three masks for a closed ring of five spacing conflicts**

Five uncut features whose conflicts form a single closed ring need three masks, and three are enough. The program places the features at the corners of a regular pentagon of side $s$ and diagonal $D$; two features conflict if their centre distance is below $d=2k_1\lambda/\mathrm{NA}$, where $\lambda$ is the wavelength, $\mathrm{NA}$ the numerical aperture and $k_1$ the process factor. It computes the distances from coordinates, asserts that the conflicts are the five sides, and finds the smallest number of masks by trying all assignments. It also asserts that every two-mask assignment leaves an odd number of conflicts, that a mask can hold at most two features, and that there are 30 legal three-mask assignments in 5 distinct divisions. Further assertions cover a cut that reduces the number of masks to two, a cut that does not, and trial pentagon sides in the ranges where one, three and five masks are needed. The output shows $d=100.1$ nm for $s=80.0$ nm and $D=129.4$ nm. The best two-mask assignment leaves features 80.0 nm apart on one mask, while three masks raise the smallest same-mask distance to 129.4 nm.

## Program and output

```python
"""
Result under test: five uncut features whose spacing conflicts form one
closed ring need exactly three masks.
Two features conflict if their centre distance is below d_min.
Symbols: side = pentagon side, diagonal = its longer centre distance,
d_min = 2*k1*wavelength/NA = smallest centre distance on one mask (nm).
An assignment gives each feature one mask; a conflict is broken if both
of its features are on the same mask.
"""
from collections import Counter
from itertools import combinations, product
from math import cos, sin, pi, dist, isclose


def pentagon(side):
    radius = side / (2 * sin(pi / 5))
    return [(radius * cos(2 * pi * i / 5), radius * sin(2 * pi * i / 5))
            for i in range(5)]


def find_conflicts(points, d_min):
    return [(i, j) for i, j in combinations(range(len(points)), 2)
            if dist(points[i], points[j]) < d_min]


def broken(assignment, conflicts):
    return sum(assignment[i] == assignment[j] for i, j in conflicts)


def legal_assignments(n_features, conflicts, n_masks):
    return [a for a in product(range(n_masks), repeat=n_features)
            if broken(a, conflicts) == 0]


def fewest_masks(n_features, conflicts):
    for n_masks in range(1, n_features + 1):
        if legal_assignments(n_features, conflicts, n_masks):
            return n_masks


def smallest_same_mask_distance(assignment, points):
    return min(dist(points[i], points[j])
               for i, j in combinations(range(len(points)), 2)
               if assignment[i] == assignment[j])


# Model parameters and layout
wavelength, aperture, k1, side = 193.0, 1.35, 0.35, 80.0
d_min = 2 * k1 * wavelength / aperture
points = pentagon(side)
conflicts = find_conflicts(points, d_min)

# The geometry gives exactly one ring, with no conflict across it
ring = {(0, 1), (1, 2), (2, 3), (3, 4), (0, 4)}
assert set(conflicts) == ring
diagonal = dist(points[0], points[2])
for i, j in combinations(range(5), 2):
    expected = side if (i, j) in ring else 2 * side * cos(pi / 5)
    assert isclose(dist(points[i], points[j]), expected, rel_tol=1e-12)

# Exhaustive search for the smallest number of masks
needed = fewest_masks(5, conflicts)
assert needed == 3
assert broken((0, 1, 0, 1, 2), conflicts) == 0

# With two masks the number of broken conflicts is always odd
two_mask = list(product(range(2), repeat=5))
histogram = Counter(broken(a, conflicts) for a in two_mask)
assert all(number % 2 == 1 for number in histogram)

# Largest conflict-free group, from all subsets
largest_group = max(size for size in range(1, 6)
                    for group in combinations(range(5), size)
                    if not any(i in group and j in group
                               for i, j in conflicts))
assert largest_group == 2

# All legal three-mask assignments: one lone feature and two pairs
three_mask = legal_assignments(5, conflicts, 3)
splits = {frozenset(frozenset(i for i in range(5) if a[i] == m)
                    for m in range(3)) for a in three_mask}
assert len(three_mask) == 5 * 6 and len(splits) == 5
assert all(sorted(len(g) for g in split) == [1, 2, 2] for split in splits)

# Cutting the fifth feature into parts 4 and 5
useful_cut = [(0, 1), (1, 2), (2, 3), (3, 4), (5, 0)]
useless_cut = [(0, 1), (1, 2), (2, 3), (3, 4), (4, 0), (5, 0)]
masks_useful_cut = fewest_masks(6, useful_cut)
masks_useless_cut = fewest_masks(6, useless_cut)
assert masks_useful_cut == 2 and masks_useless_cut == 3
assert all(a[4] != a[5] for a in legal_assignments(6, useful_cut, 2))

# Window of pentagon sides in which the conflicts form the ring
lower_side = d_min / (2 * cos(pi / 5))
for trial in (0.5 * lower_side, 0.999 * lower_side, 1.001 * lower_side,
              0.999 * d_min, 1.001 * d_min, 1.5 * d_min):
    predicted = 5 if trial < lower_side else (3 if trial < d_min else 1)
    found = fewest_masks(5, find_conflicts(pentagon(trial), d_min))
    assert found == predicted

# Smallest same-mask distance in the best splits
best_two = max(smallest_same_mask_distance(a, points) for a in two_mask)
best_three = max(smallest_same_mask_distance(a, points)
                 for a in three_mask)
assert best_two < d_min <= best_three

print(f"wavelength: {wavelength:.0f} nm")
print(f"numerical aperture: {aperture:.2f} (no unit)")
print(f"process factor k1: {k1:.2f} (no unit)")
print(f"smallest same-mask centre distance d: {d_min:.1f} nm")
print(f"pentagon side s: {side:.1f} nm")
print(f"pentagon diagonal D: {diagonal:.1f} nm")
print(f"ratio D/s: {diagonal / side:.4f} (no unit)")
print(f"ring window, lower side: {lower_side:.1f} nm")
print(f"ring window, upper side: {d_min:.1f} nm")
print("conflicting pairs:",
      ", ".join(f"F{i + 1}F{j + 1}" for i, j in conflicts))
print(f"fewest masks, uncut features: {needed} masks")
print(f"largest conflict-free group: {largest_group} features")
print(f"two-mask assignments tried: {len(two_mask)} assignments")
for number in sorted(histogram):
    print(f"  with {number} broken conflicts: "
          f"{histogram[number]} assignments")
print(f"legal three-mask assignments: {len(three_mask)} assignments")
print(f"distinct three-mask splits: {len(splits)} splits")
print(f"best two-mask smallest distance: {best_two:.1f} nm")
print(f"best three-mask smallest distance: {best_three:.1f} nm")
print(f"fewest masks, F5 cut usefully: {masks_useful_cut} masks")
print(f"fewest masks, F5 cut uselessly: {masks_useless_cut} masks")
print("no test failed")
```

It prints:

```
wavelength: 193 nm
numerical aperture: 1.35 (no unit)
process factor k1: 0.35 (no unit)
smallest same-mask centre distance d: 100.1 nm
pentagon side s: 80.0 nm
pentagon diagonal D: 129.4 nm
ratio D/s: 1.6180 (no unit)
ring window, lower side: 61.8 nm
ring window, upper side: 100.1 nm
conflicting pairs: F1F2, F1F5, F2F3, F3F4, F4F5
fewest masks, uncut features: 3 masks
largest conflict-free group: 2 features
two-mask assignments tried: 32 assignments
  with 1 broken conflicts: 10 assignments
  with 3 broken conflicts: 20 assignments
  with 5 broken conflicts: 2 assignments
legal three-mask assignments: 30 assignments
distinct three-mask splits: 5 splits
best two-mask smallest distance: 80.0 nm
best three-mask smallest distance: 129.4 nm
fewest masks, F5 cut usefully: 2 masks
fewest masks, F5 cut uselessly: 3 masks
no test failed
```
